\section*{Stability constants and the speed of metal exchange in ammine complexes}

\section*{What the formation constant compares}

\noindent Q. I need an ammine complex whose metal exchanges quickly with metal ions in solution. I would choose the one with the largest formation constant. A free ion then gains a great deal of free energy by entering the complex, and a strong driving force should make the exchange fast.

\noindent A. Write the exchange with a label on one metal atom, L being ammonia and charges omitted:
\begin{equation}
{}^*\mathrm{M}+\mathrm{ML}_n\rightleftharpoons{}^*\mathrm{ML}_n+\mathrm{M}.
\end{equation}
What is its equilibrium constant? Take the label to have no chemical effect.

\noindent Q. The labelled ion gains the formation free energy. But the unlabelled ion has to leave, and it loses the same amount.

\noindent A. Yes. Both metals obey the same formation law,
\begin{equation}
\beta_n=\frac{[\mathrm{ML}_n]}{[\mathrm{M}][\mathrm{L}]^n}
=\frac{[{}^*\mathrm{ML}_n]}{[{}^*\mathrm{M}][\mathrm{L}]^n}.
\end{equation}
Dividing the second form by the first cancels $[\mathrm L]^n$ and gives
\begin{equation}
\frac{[{}^*\mathrm{ML}_n][\mathrm M]}{[{}^*\mathrm M][\mathrm{ML}_n]}=1 .
\end{equation}
The driving force you had in mind is absent. As a test, the rate equations of a one-ligand complex were integrated to equilibrium for $K=20$ and $K=2000$ in reduced units. The final quotient was 1.000000 both times. Replacing one metal by a different one does have a driving force, set, when both complexes hold the same number of ligands, by the ratio of their two formation constants, but that too is a difference between end states.

\noindent Q. Surely the constant still says something about rates. At equilibrium, formation and dissociation balance.

\noindent A. It says something about their ratio. Let $K_j$ belong to $\mathrm{ML}_{j-1}+\mathrm L\rightleftharpoons\mathrm{ML}_j$, so that $\beta_n=K_1K_2\cdots K_n$. Concentrations are in M (mol/L), and all activity coefficients are set to 1, which is an approximation for the ionic solutions used below. Detailed balance requires
\begin{equation}
k_{\mathrm f}[\mathrm{ML}_{j-1}][\mathrm L]=k_{\mathrm d,j}[\mathrm{ML}_j]
\quad\Rightarrow\quad K_j=\frac{k_{\mathrm f}}{k_{\mathrm d,j}} .
\label{ratio}
\end{equation}
Multiply both rate constants by $10^{-10}$: $K_j$ is unchanged, and every process is ten billion times slower.

\section*{Changing the barrier alone}

\noindent Q. Algebraically I can do that. Can a physical energy profile do it?

\noindent A. Take diffusion along a coordinate $q$ with two wells, bound and free. Let the energy $U$ be in units of $k_{\mathrm B}T$ and the diffusion coefficient be 1. The probability current towards the bound well, counted positive, has magnitude
\begin{equation}
J=e^{-U}\frac{d}{dq}\left(e^{U}p\right),
\end{equation}
where $p$ is the probability density and $q$ increases from the bound well to the free well. If the barrier is high, each well stays internally equilibrated, so $e^Up=P/Z$ there, with $P$ the population of the well and $Z=\int_{\rm well}e^{-U}dq$. The current is then nearly constant around the barrier top, where $e^U$ is large and supplies almost all of the integral below. Multiplying by $e^U$ and integrating from the bound minimum to the free minimum gives
\begin{equation}
J\int e^U dq=\frac{P_{\rm free}}{Z_{\rm free}}-\frac{P_{\rm bound}}{Z_{\rm bound}} .
\end{equation}
At equilibrium $J=0$, hence $K=P_{\rm bound}/P_{\rm free}=Z_{\rm bound}/Z_{\rm free}$. Now displace the populations by $\delta P_{\rm bound}=-\delta P_{\rm free}$. Since $J=d\,\delta P_{\rm bound}/dt$, the displacement decays at the rate
\begin{equation}
\lambda=\frac{1/Z_{\rm bound}+1/Z_{\rm free}}{\int e^{U}dq}.
\end{equation}
The wells fix $K$, while the barrier enters through the integral in the denominator. Consider
\begin{equation}
U=5(q^2-1)^2+\tfrac34(3q-q^3)+b\,e^{-(q/0.15)^2},
\end{equation}
whose last term is a bump confined to the barrier. Raising $b$ from 4 to 8 changes $K$ from 17.37 to 17.41, but reduces $\lambda$ from $8.6\times10^{-3}$ to $2.4\times10^{-4}$, a factor of 0.028. Diagonalizing the diffusion operator gave these rates, and they agreed with the formula within the 3\% allowed for finite barriers.

\section*{The ceiling}

\noindent Q. Then $K$ tells me nothing about speed?

\noindent A. It gives one upper limit, because ligands cannot bind faster than they arrive. Around an absorbing sphere of radius $R$, steady diffusion carries the same current through every shell, $4\pi r^2D\,dc/dr=I$. With $c(R)=0$ and $c(\infty)=c_0$, integration gives $c_0=I/(4\pi DR)$, so the rate constant per pair is $4\pi DR$. For two spheres of equal radius $a_0$, the contact distance is $R=2a_0$. The Stokes--Einstein relation gives each a diffusion coefficient $k_{\mathrm B}T/(6\pi\eta a_0)$, and the relative one is twice that. Per mole,
\begin{equation}
k_{\rm diff}=N_{\mathrm A}\,4\pi\,\frac{2k_{\mathrm B}T}{6\pi\eta a_0}\,2a_0
=\frac{8RT}{3\eta},
\end{equation}
where $R$ in the last expression is the gas constant. At 298.15 K and a viscosity $\eta=0.90$ mPa s this is $7.3\times10^9\ \mathrm{M^{-1}s^{-1}}$. For unequal radii $a_1$ and $a_2$, the same steps multiply it by $(a_1+a_2)^2/(4a_1a_2)$, which is 1.33 for a ratio of 3. I keep the equal-radius value as an estimate of the limit. With $k_{\mathrm f}\le k_{\rm diff}$, equation (\ref{ratio}) gives
\begin{equation}
k_{\mathrm d,j}\le\frac{k_{\rm diff}}{K_j}.
\label{ceiling}
\end{equation}
A large stepwise constant can forbid fast dissociation. It cannot ensure it.

\noindent Q. So I had it backwards, and a large constant means a slow complex?

\noindent A. Only for a very large stepwise constant. At $10^{7.5}\ \mathrm{M^{-1}}$, the largest used below, equation (\ref{ceiling}) still allows about 230 dissociations per second, and the actual rate may lie near the ceiling or far below it. We need the barrier. Assume that ammonia first forms an encounter pair with the complex and then changes places with a bound water molecule at rate $k_{\rm ex}$. Along the reaction coordinate, classical states are counted by $dq\,dp/h$, and those at the barrier top carry the weight $e^{-\Delta G^\ddagger/k_{\mathrm B}T}$ relative to the reactant. The forward flux, without recrossing, is
\begin{equation}
k_{\rm ex}=e^{-\Delta G^\ddagger/k_{\mathrm B}T}\int_0^\infty\frac{p}{m}\,
e^{-p^2/2mk_{\mathrm B}T}\frac{dp}{h}
=\frac{k_{\mathrm B}T}{h}e^{-\Delta G^\ddagger/k_{\mathrm B}T}.
\end{equation}
The mass cancels because $p\,dp/m$ is the differential of the kinetic energy.

The encounter constant is the mean number of ligands within contact distance $a$, per unit concentration: $K_{\rm os}=(4\pi/3)a^3N_{\mathrm A}$. Ammonia has no net charge, and the attraction between its dipole and the ion is neglected. For $a=0.35$ nm, $K_{\rm os}=0.108\ \mathrm{M^{-1}}$. Pairs separate at $k_{\rm off}=k_{\rm diff}/K_{\rm os}=6.8\times10^{10}\ \mathrm{s^{-1}}$. In the steady state, pair formation balances separation and reaction:
\begin{equation}
k_{\rm diff}[\mathrm M][\mathrm L]=(k_{\rm off}+k_{\rm ex})[\mathrm{pair}],
\qquad
k_{\mathrm f}=\frac{k_{\rm diff}k_{\rm ex}}{k_{\rm off}+k_{\rm ex}} .
\end{equation}
When $k_{\rm ex}\ll k_{\rm off}$ this becomes $K_{\rm os}k_{\rm ex}$; in the opposite limit it becomes $k_{\rm diff}$. This rate law treats pairs as rare. At 1 M ammonia they hold about a tenth of the complexes, a correction neglected below; with one pair site per complex it would lengthen the release times at 1 M by about 11\%.

\section*{Equal stability, unequal rates}

\noindent Q. Put copper and cobalt into it.

\noindent A. I use rough, rounded inputs in the regime of the real ions, and one $k_{\mathrm f}$ for all steps of a given ion. The water-exchange barriers are 0.18 eV for Cu(II), 0.37 eV for Co(II) and 1.05 eV for Co(III), the last being appropriate to a complex that already holds five ammonia ligands, not to the aqua ion. The stepwise $\log_{10}K_j$ are
\begin{align}
\text{Cu(II)}:&\quad 4.0,\ 3.5,\ 3.0,\ 2.0, &\log_{10}\beta_4&=12.5,\\
\text{Co(II)}:&\quad 2.0,\ 1.5,\ 1.0,\ 0.5,\ 0.0,\ -0.5, &\log_{10}\beta_6&=4.5,\\
\text{Co(III)}:&\quad 7.5,\ 7.0,\ 6.0,\ 5.5,\ 5.0,\ 4.0, &\log_{10}\beta_6&=35.0.
\end{align}
The resulting $k_{\mathrm f}$ are $5.6\times10^8$, $3.7\times10^5$ and $1.2\times10^{-6}\ \mathrm{M^{-1}s^{-1}}$. The first copper step and the last Co(III) step have been given the same constant, $10^4\ \mathrm{M^{-1}}$, and therefore the same ceiling, $7.3\times10^5\ \mathrm{s^{-1}}$. Their dissociation rates are
\begin{align}
k_{\mathrm d,1}(\text{Cu(II)})&=\frac{5.6\times10^8}{10^4}=5.6\times10^4\ \mathrm{s^{-1}},\\
k_{\mathrm d,6}(\text{Co(III)})&=\frac{1.2\times10^{-6}}{10^4}=1.2\times10^{-10}\ \mathrm{s^{-1}} .
\end{align}
At equal stability, and with the encounter parameters held fixed, the barriers separate the rates by a factor of $4.7\times10^{14}$.

\noindent Q. Why should cobalt(III) have so high a barrier?

\noindent A. A simple count of $d$-electron energies suggests part of the answer. Suppose each ligand raises the $d$ orbital pointing at it by $e_\sigma$, and ignore $\pi$ bonding. A ligand on the $z$ axis has overlap factor 1 with $d_{z^2}$. One on the $x$ or $y$ axis has $-1/2$ with $d_{z^2}$ and $\pm\sqrt3/2$ with $d_{x^2-y^2}$. Energies go as squares of these factors, and in the octahedron the cross terms from the $x$ and $y$ ligands cancel. Thus $d_{z^2}$ lies at $2+4/4=3$ and $d_{x^2-y^2}$ at $4\times3/4=3$, in units of $e_\sigma$; the other three orbitals stay at 0. The splitting is $\Delta=3e_\sigma$. Removing one $z$ ligand leaves a square pyramid, with $d_{z^2}$ at 2 and $d_{x^2-y^2}$ at 3.

Each ligand adds $e_\sigma$ to the sum of the five levels, so their mean is $6/5$ before the loss and 1 after it. Measure the stabilization as (number of electrons)$\times$(mean level) minus the occupied energy. The loss on going to the pyramid is then
\begin{align}
\text{Co(III)},\ d^6\text{ low spin}:&\ (7.2-0)-(6-0)=1.2\,e_\sigma=\tfrac25\Delta,\\
\text{Co(II)},\ d^7\text{ high spin}:&\ (8.4-6)-(7-5)=0.4\,e_\sigma=\tfrac2{15}\Delta,\\
\text{Cu(II)},\ d^9:&\ (10.8-9)-(9-7)=-0.2\,e_\sigma=-\tfrac1{15}\Delta .
\end{align}
With rough splittings of 2.8, 1.3 and 1.9 eV for six ammonia ligands, the losses are 1.12, 0.17 and $-0.13$ eV. The input barriers refer to a leaving water; if its $e_\sigma$ is taken as 0.8 of ammonia's, the losses become 0.90, 0.14 and $-0.10$ eV, in the same order. They follow the order of the input barriers but do not derive them: solvent and geometric relaxation are missing, and so is the part of the bonding removed by measuring from the mean level, which differs from ion to ion. For copper, six equivalent ligands were assumed, without the Jahn--Teller distortion. For Co(III) with all electrons kept paired, a trigonal bipyramid would cost $1.15\Delta$, more than the pyramid. A change of spin in the pyramid needs 1.87 eV of orbital energy and regains some electron repulsion energy; that balance is not calculated here.

\section*{Losing a ligand and releasing a metal}

\noindent Q. If ammonia leaves copper quickly, the metal must exchange quickly too.

\noindent A. A ligand can leave and be replaced many times before the ion is bare. Let $T_j$ be the mean time from $\mathrm{ML}_j$ to bare M, meaning the aqua ion, at fixed free-ammonia concentration $x$. Then $T_0=0$. In a short time $dt$ the complex may move down, move up or stay, and the mean remaining time falls by $dt$. For $j<n$ this gives
\begin{equation}
k_{\mathrm d,j}(T_{j-1}-T_j)+k_{\mathrm f}x(T_{j+1}-T_j)=-1 ;
\end{equation}
for $j=n$ the upward term is absent. Define $D_j=T_j-T_{j-1}$ and $w_j=\beta_jx^j$, with $\beta_0=1$. The equation becomes $k_{\mathrm d,j}D_j=1+k_{\mathrm f}xD_{j+1}$. Since $w_{j+1}/w_j=K_{j+1}x=k_{\mathrm f}x/k_{\mathrm d,j+1}$, multiplication by $w_j$ gives
\begin{equation}
w_jk_{\mathrm d,j}D_j=w_j+w_{j+1}k_{\mathrm d,j+1}D_{j+1}.
\end{equation}
Start from $w_nk_{\mathrm d,n}D_n=w_n$ and work downwards; each step adds one more weight. Summing the $D_j$,
\begin{equation}
\tau=T_n=\sum_{j=1}^n\frac{\sum_{m=j}^n w_m}{k_{\mathrm d,j}w_j}.
\label{release}
\end{equation}
All terms are positive and the last is $1/k_{\mathrm d,n}$, so $\tau\ge1/k_{\mathrm d,n}$.

With plentiful ammonia, $w_n$ dominates the sums and the $j=1$ term is the largest. Because $k_{\mathrm d,1}w_1=k_{\mathrm f}x$,
\begin{equation}
\tau\approx\frac{\beta_nx^{n-1}}{k_{\mathrm f}} .
\end{equation}
For copper at $x=1$ M this estimate is $10^{12.5}/(5.6\times10^8)\approx5.6\times10^3$ s, and the full sum gives $5.7\times10^3$ s, about 1.6 hours. For Co(II), 1 M is not plentiful: the hexaammine is only 12\% of the metal, the estimate gives 0.085 s, and the full sum gives 0.72 s. Yet the full copper complex loses its first ammonia at $5.6\times10^6\ \mathrm{s^{-1}}$, faster than Co(II) at $1.2\times10^6\ \mathrm{s^{-1}}$.

\noindent Q. So here high stability does slow the metal's release.

\noindent A. On this route, yes: when ammonia is plentiful and $k_{\mathrm f}$ and $x$ are fixed, a larger $\beta_n$ makes bare ions rarer. With little ammonia, the intermediate constants matter too. Now hold the free ammonia at zero by continuously removing what the complex releases; if it stayed in solution, it could rebind. Every $w_m/w_j$ with $m>j$ vanishes, and
\begin{equation}
\tau\to\sum_j\frac1{k_{\mathrm d,j}}=\frac1{k_{\mathrm f}}\sum_jK_j .
\end{equation}
Copper then takes $2.5\times10^{-5}$ s and Co(II) $3.9\times10^{-4}$ s. The order has reversed, although no formation constant has changed. Direct transfer between metal centres, or hydroxide binding, could bypass the bare ion, so 1.6 hours belongs to this route only. It is also the mean time for a bound copper ion to become bare, not the time a label needs to spread. At 1 M ammonia only a fraction $3\times10^{-13}$ of the copper is bare, and a trace of labelled free ion binds ammonia at $k_{\mathrm f}x$, about 2 ns per step, so it joins the complexes almost at once.

\section*{Unstable and still there}

\noindent Q. Cobalt(III) has the largest $\beta$ by far. Isn't its persistence simply due to that stability?

\noindent A. Put it in acid. Dissociation contributes $1/\beta_n$, and protonating each ammonia contributes $1/K_{\mathrm a}$. Therefore
\begin{equation}
\mathrm{ML}_n+n\mathrm H^+\rightleftharpoons\mathrm M+n\mathrm{NH_4^+},
\qquad \log_{10}K=n\,\mathrm pK_{\mathrm a}-\log_{10}\beta_n .
\end{equation}
With $\mathrm pK_{\mathrm a}=9.2$, Co(III) gives $6\times9.2-35.0=20.2$: decomposition is strongly favoured. For copper the result is 24.3, and integrating its rate equations at pH 8 to equilibrium gave the same value.

Take 0.010 M Co(III) complex in a solution held at pH 1. If all its ammonia were released, $[\mathrm{NH_4^+}]$ would be 0.060 M, and free ammonia would be $10^{-9.2}\times0.060/0.10=3.8\times10^{-10}$ M. The equilibrium ratio $[\mathrm{ML_6}]/[\mathrm M]=\beta_6x^6$ is then about $10^{-21.5}$. Almost none of the complex should survive.

\noindent Q. And how long does it take to get there?

\noindent A. In the model, the half-life for losing the first ligand is
\begin{equation}
t_{1/2}=\frac{\ln2}{1.2\times10^{-10}\ \mathrm{s^{-1}}}\approx5.8\times10^9\ \mathrm s\approx180\ \text{years}.
\end{equation}
In 30 days a fraction of $3\times10^{-4}$ loses a ligand. I stop at the first loss because later Co(III) intermediates may change spin or be reduced, and a single $k_{\mathrm f}$ is then doubtful. Within the ligand-loss route, the first step still bounds the mean release time from below.

\noindent Q. Could I count on 180 years in a process tank?

\noindent A. No. Real Co(III) hexaammine does persist in acid despite being unstable there, and real copper ammines exchange ligands rapidly, but the model's lifetime is only a rough scale. An error of 0.1 eV in the barrier changes it by a factor of 49, to about 4 or 9000 years. Written as $(k_{\mathrm B}T/h)\,e^{-\Delta G^\ddagger/k_{\mathrm B}T}$, the first-loss rate corresponds to a barrier of 1.34 eV. Holding that fixed, which assumes no activation entropy, the half-life at 60 $^\circ$C is 0.67 years; holding the 1.05 eV barrier and $K_6$ fixed instead gives about 2.2 years. Tunnelling matters much less: for a parabolic barrier with an assumed 400 cm$^{-1}$ mode, it raises the rate by 17\%.

A working bath can also break the assumption that ligand loss is the only route. Reduction to Co(II) opens a labile path. With the reductant continuously replenished to stay at 0.001 M, a second-order rate constant of $1.2\times10^{-7}\ \mathrm{M^{-1}s^{-1}}$ is enough to match the ligand-loss rate and halve the lifetime; one a thousand times larger shortens it about a thousandfold. A base-assisted route at pH 1 would need $1.2\times10^3\ \mathrm{M^{-1}s^{-1}}$ to match, but this threshold is inversely proportional to the hydroxide concentration. The lifetime in acid therefore cannot be carried over to an ammoniacal bath. The numerical output lists the inputs and rates.

\noindent Q. Then for my exchange problem I should ask for the formation constants to find what is present at equilibrium, and for the barriers and the available routes to find how soon it gets there.

\noindent A. Yes, and specify the free ammonia as well. Between 1 M and none, it reversed the order of copper and Co(II) without altering a single constant.

\section*{Computed values}
\begin{verbatim}
Temperature 298.15 K; kT 0.02569 eV; kT/h 6.212e+12 1/s
Viscosity 0.90 mPa s; contact 0.35 nm
Diffusion limit 7.345e+09 1/(M s); K_os 0.1082 1/M
Encounter separation rate 6.791e+10 1/s
Label test: K 20 (reduced), exchange quotient 1.000000
Label test: K 2000 (reduced), exchange quotient 1.000000
Double well: bump 4 kT, K 17.367, rate 8.6033e-03 (reduced)
Double well: bump 8 kT, K 17.406, rate 2.4301e-04 (reduced)
Double-well rate ratio, high/low bump: 0.0282
Cu(II) stepwise log10 K (K in 1/M): 4.0 3.5 3.0 2.0
Cu(II) log10 beta (M units): 12.5
Cu(II) water-exchange barrier 0.18 eV
Cu(II) k_ex 5.632e+09 1/s; kf 5.624e+08 1/(M s)
Cu(II) first ligand loss from full complex 5.624e+06 1/s
Cu(II) Delta 1.9 eV; loss -0.0667 Delta = -0.127 eV
Cu(II) acid reaction log10 K: 24.3; pKa 9.2
Co(II) stepwise log10 K (K in 1/M): 2.0 1.5 1.0 0.5 0.0 -0.5
Co(II) log10 beta (M units): 4.5
Co(II) water-exchange barrier 0.37 eV
Co(II) k_ex 3.459e+06 1/s; kf 3.741e+05 1/(M s)
Co(II) first ligand loss from full complex 1.183e+06 1/s
Co(II) Delta 1.3 eV; loss 0.1333 Delta = 0.173 eV
Co(II) acid reaction log10 K: 50.7; pKa 9.2
Co(III) stepwise log10 K (K in 1/M): 7.5 7.0 6.0 5.5 5.0 4.0
Co(III) log10 beta (M units): 35.0
Co(III) water-exchange barrier 1.05 eV
Co(III) k_ex 1.108e-05 1/s; kf 1.198e-06 1/(M s)
Co(III) first ligand loss from full complex 1.198e-10 1/s
Co(III) Delta 2.8 eV; loss 0.4000 Delta = 1.120 eV
Co(III) acid reaction log10 K: 20.2; pKa 9.2
Same K = 1e4 1/M: ceiling on kd 7.345e+05 1/s
Same K: Cu(II) kd1 5.624e+04 1/s
Same K: Co(III) kd6 1.198e-10 1/s; ratio 4.693e+14
Cu(II) bare-ion release at 1.0 M NH3: 5.679e+03 s
Cu(II) complete stripping without free NH3: 2.536e-05 s
Co(II) bare-ion release at 1.0 M NH3: 7.198e-01 s
Co(II) complete stripping without free NH3: 3.905e-04 s
Copper kinetic test at pH 8: log10 acid quotient 24.3000
Co(III) acid case: pH 1.0, complex 0.010 M
Free NH3 after full release 3.786e-10 M
Equilibrium log10([ML6]/[M]) -21.53
Co(III) first-loss barrier 1.344 eV
Co(III) first-loss half-life 183.4 years
Co(III) fraction with a ligand lost in 30 days 3.106e-04
Half-life at 333.15 K, fixed barrier: 0.67 years
Rate factor for 0.1 eV barrier error: 49.0
Tunnelling factor for 400 1/cm mode: 1.174
Reductant 0.001 M matches loss at 1.198e-07 1/(M s)
Base route at pH 1 matches loss at 1.198e+03 1/(M s)
Co(III) bipyramid loss 1.150 Delta; pyramid spin gap 1.867 eV
\end{verbatim}
